# Weak-Inversion Channel Noise: From Thermal Noise to Shot Noise

## The result and its conventions

An n-channel MOS transistor in weak inversion carries two opposite streams of electrons. Let $F$ be the rate at which electrons from the source complete the journey to the drain, and $R$ the rate of completed journeys the other way. With $e>0$, write $I_F=eF$, $I_R=eR$ and $I=I_F-I_R$. For a drain-source voltage $V\ge 0$ and $v=eV/kT$, the low-frequency noise of the drain current is

$$S=2e(I_F+I_R)=2eI_F(1+e^{-v})=2eI\coth\frac{eV}{2kT}. \tag{1}$$

At $V=0$ this is the thermal noise $4kTg$, where $g$ is the zero-bias conductance. For $eV\gg kT$ it is the full shot noise $2eI$.

The fluxes in (1) are completed transits. The local one-way fluxes through a plane inside the channel are much larger, and their shot noises may not be added in this way; stage 4 shows why.

The assumptions are these. Carriers move independently and are nondegenerate. Their charge does not alter the potential. Each contact is in equilibrium at temperature $T$ and injects carriers at random. Noise from oxide traps is treated separately at the end.

The spectrum is one-sided. If $C(t)$ is the autocovariance of the current,

$$S(f)=2\int_{-\infty}^{\infty}C(t)\cos(2\pi ft)\,dt .$$

Let $\mathcal N$ be the net number of electrons transferred in a long time $t$. The variance of the charge is the double time integral of $C$, which grows as $t\int C\,dt'$. If $\mathrm{Var}\,\mathcal N=\Gamma t$, then $\int C\,dt'=e^2\Gamma$ and

$$S(0)=2e^2\Gamma. \tag{2}$$

The task is therefore to find the variance rate $\Gamma$. These formulas read the same in Gaussian and practical units. Only the oxide capacitance per area, $C_{ox}=\varepsilon/4\pi t_{ox}$ in Gaussian form, depends on the choice.

## Stage 1: a flat channel and one carrier

In weak inversion the surface potential is set by the gate and the depletion charge. To see when the mobile charge can be ignored, add $\delta n$ electrons per area. They shift the potential by at most $e\,\delta n/C_{ox}$ in magnitude, and this shift changes the density by the fraction $e^2\delta n/(kTC_{ox})$. The response is small compared with $\delta n$ itself if

$$\frac{e^2n}{kT\,C_{ox}}\ll1. \tag{3}$$

The potential is then the same all along a long channel, and there is no drift. Equilibrium with each contact fixes the end densities. The drain Fermi level lies $eV$ below that of the source, so

$$n(L)=n(0)e^{-v}.$$

Divide the channel of length $L$ and width $W$ into $N$ sites of spacing $a=L/(N+1)$. Site $0$ is the source contact and site $N+1$ the drain contact. A carrier hops to each neighbour at rate $\kappa$. Its mean square displacement grows at the rate $2\kappa a^2$, which must equal $2D$, so $\kappa=D/a^2$.

Let $h_j$ be the probability that a carrier at site $j$ reaches the drain before the source. Its next hop goes either way with probability one half:

$$h_j=\tfrac12(h_{j-1}+h_{j+1}),\qquad h_0=0,\quad h_{N+1}=1 .$$

The equation makes $h_j$ linear in $j$, so $h_j=j/(N+1)$. A carrier that has just entered site 1 succeeds with probability $1/(N+1)$.

The source site holds on average $Wa\,n(0)$ carriers, which enter site 1 at the rate $\kappa Wa\,n(0)$. Hence

$$F=\frac{D}{a^2}\,Wa\,n(0)\,\frac1{N+1}=\frac{DWn(0)}{L},\qquad R=\frac{DWn(L)}{L}. \tag{4}$$

The spacing has dropped out. The difference $e(F-R)=eWD[n(0)-n(L)]/L$ is the ordinary diffusion current of a linear density profile.

## Stage 2: from one carrier to the noise

Suppose the source injects carriers into site 1 as a Poisson process of rate $\nu$. Follow the successful ones and count the arrivals at the drain between times $0$ and $t$. A carrier injected at time $s$ is counted with some probability $q(s)$. It contributes a factor $1+q(s)(z-1)$ to the generating function of the count $M$. For Poisson injection these independent factors combine to

$$\langle z^M\rangle=\exp\!\left[(z-1)\,\nu\!\int q(s)\,ds\right].$$

This is a Poisson distribution. To find its mean, let $p$ be the success probability and $w(\tau)$ the normalized distribution of the travel time of successful carriers. Then

$$\int q(s)\,ds=p\int_0^\infty w(\tau)\,d\tau\int ds\,[\,0<s+\tau<t\,]=pt ,$$

where the bracket is 1 if the condition holds and 0 otherwise. Random delays do not change the mean or the form of the distribution. The completed transits are Poisson with rate $F=\nu p$.

Most injected carriers return to the source. Such a carrier may cross a given plane many times, but its net count there is zero once it has left. At any moment the net count at the plane differs from the count of completed transits by no more than the number of carriers in the channel, now or at the start. The variance of this difference does not grow with $t$. Its covariance with the transit count grows no faster than $\sqrt t$, by the Schwarz inequality. Neither survives division by $t$, so every plane has the same zero-frequency noise.

The streams from source and drain come from independent injections and do not interact. With $\mathcal N$ the difference of two independent Poisson counts,

$$\frac1t\ln\langle e^{\chi\mathcal N}\rangle=F(e^\chi-1)+R(e^{-\chi}-1). \tag{5}$$

The first derivative at $\chi=0$ is the mean rate $F-R$. The second is the variance rate $\Gamma=F+R$. The streams subtract in the current but add in the noise.

Equation (2) now gives $S=2e^2(F+R)=2e(I_F+I_R)$. Since $R=Fe^{-v}$,

$$\frac{S}{2eI}=\frac{1+e^{-v}}{1-e^{-v}}=\frac{e^{v/2}+e^{-v/2}}{e^{v/2}-e^{-v/2}}=\coth\frac v2 ,$$

which is (1).

**Zero drain voltage.** For small $v$ the current is $I\simeq I_Fv=(eI_F/kT)V$, so $g=eI_F/kT$. The noise is

$$S=2e(I_F+I_F)=4eI_F=4kTg .$$

The mean current vanishes, but the two streams go on arriving at random. Their combined shot noise is the thermal noise.

**Saturation.** For $v\gg1$ the reverse stream disappears and $S\to2eI_F=2eI$. If the gate bias holds $I_F$ fixed, this is half the zero-bias value. The approach to shot noise follows from

$$\frac S{2eI}-1=\frac{2}{e^v-1}.$$

An excess of one per cent requires $e^v=201$, which at 300 K means $V=137.1$ mV.

**Between the limits.** At fixed $I_F$ the differential conductance is $dI/dV=ge^{-v}$. The quantity $4kT\,dI/dV=4eI_Fe^{-v}$ vanishes in saturation, so it cannot be the noise there. Adding $2eI=2eI_F(1-e^{-v})$ to it gives

$$2eI+4kT\frac{dI}{dV}=2eI_F(1+e^{-v})=S .$$

This sum rule needs a constant $I_F$. The next stage removes that condition from (1), but not from the sum rule.

## Stage 3: a barrier that depends on drain voltage

Let site $i$ have energy $U_i$, which may vary along the channel and with $V$. Detailed balance requires the hop rates to obey

$$\kappa_{i\to i+1}e^{-U_i/kT}=\kappa_{i+1\to i}e^{-U_{i+1}/kT}\equiv G_i .$$

With mean occupation $N_i$, define $\xi_i=N_ie^{U_i/kT}$. The net flux over the bond between $i$ and $i+1$ is

$$J=N_i\kappa_{i\to i+1}-N_{i+1}\kappa_{i+1\to i}=G_i(\xi_i-\xi_{i+1}).$$

In the steady state $J$ is the same on all bonds. Dividing by $G_i$ and summing from source to drain makes the intermediate $\xi_i$ cancel:

$$J=\frac{\xi_s-\xi_d}{\sum_i1/G_i}.$$

If the drain injects nothing, $\xi_d=0$ and the whole flux consists of completed source transits. The reverse case gives $R$. Therefore

$$F=\frac{\xi_s}{\sum_i1/G_i},\qquad R=\frac{\xi_d}{\sum_i1/G_i},\qquad \frac RF=\frac{\xi_d}{\xi_s}=e^{-v}. \tag{6}$$

The last equality holds because a contact in equilibrium has $\xi\propto e^{\mu_c/kT}$, with $\mu_c$ its Fermi level, and the two levels differ by $eV$.

The Poisson argument of stage 2 did not use a flat potential. Equation (1) thus survives with a voltage-dependent $I_F(V)$. Drain-induced lowering of the barrier changes the current and the noise together, but not their ratio. At zero bias,

$$\frac{dI}{dV}=\frac{dI_F}{dV}(1-e^{-v})+I_F\frac{e}{kT}e^{-v}\;\longrightarrow\;\frac{eI_F(0)}{kT},$$

because the first term has a factor that vanishes at $v=0$. The thermal limit is intact. At finite bias that first term spoils the sum rule of stage 2.

A numerical test solved the master equation for many carriers on three sites between random contacts, without assuming that completed transits are Poisson. One case was flat. In the other the energies from source to drain were $0$, $1-0.02v$, $1.6-0.06v$, $0.7-0.15v$ and $-v$, in units of $kT$. For $v=0.5$, 2 and 8, and at three counting planes, the noise agreed with $F+R$ to a relative error of at most $1.3\times10^{-7}$.

At zero bias, $S$ was compared with $4kT$ times a slope taken numerically between $v=\pm0.01$. The ratio was 0.99998 for the flat channel and 0.99999 for the barrier. The flat-channel deficit comes from the finite step: the difference quotient of $1-e^{-v}$ is $\sinh(0.01)/0.01\simeq1+1.7\times10^{-5}$, slightly above the true slope.

The generating function (5) was tested at one point, with the barrier at $v=1$ and $\chi=0.3$. The master equation and (5) both gave 0.011569 in units of the hop rate.

## Stage 4: local fluxes and stored charge

Return to the flat channel. The hops over one bond have the total rate $\kappa(N_i+N_{i+1})$. At $V=0$ every site has occupation $N_0$, so this is $2\kappa N_0$, whereas $F+R=2\kappa N_0/(N+1)$. Treating local hops as independent transits would overestimate the low-frequency noise by the factor $N+1$. For three sites the computed ratio is 4.000. The excess is cancelled by correlation: most hops over a bond belong to carriers that also cross it the other way, earlier or later.

The local hops can still serve as noise sources if the response of the channel is included. Write the flux over bond $i$ as

$$J_i=\kappa(N_i-N_{i+1})+\eta_i ,$$

where $N_i$ is now the fluctuating occupation and $\eta_i$ is the randomness of the hops at given occupations. Sources on different bonds are uncorrelated, and $\eta_i$ has variance rate $\kappa(\bar N_i+\bar N_{i+1})$, with bars for means. The contact terms keep their mean values; the randomness of injection is in $\eta_0$ and $\eta_N$.

At zero frequency no charge accumulates, so all $J_i$ are equal. Averaging over the $N+1$ bonds removes the interior occupations and leaves the fluctuation $\sum_i\eta_i/(N+1)$. Its variance rate is

$$\Gamma=\frac{\kappa}{(N+1)^2}\sum_{i=0}^{N}(\bar N_i+\bar N_{i+1})=\frac{2D}{L^2}M, \qquad M=\frac{\bar N_0}2+\sum_{i=1}^{N}\bar N_i+\frac{\bar N_{N+1}}2 .$$

Here $\kappa=D/a^2$ and $(N+1)a=L$ were used. $M$ is the number of carriers in the channel, with each end site counted half. Using (2), the Einstein relation $D=\mu kT/e$ for mobility $\mu$, and $Q=eM$,

$$S=\frac{4e^2D}{L^2}M=\frac{4kT\mu Q}{L^2}. \tag{7}$$

For the flat channel this has the form of a thermal-noise formula at any drain voltage. It does not carry over to the uneven barrier of stage 3, where the bonds are weighted unequally, although (1) does. For the linear profile, $M=WL[n(0)+n(L)]/2$, and (7) becomes $2e^2DW[n(0)+n(L)]/L=2e(I_F+I_R)$. Thermal and shot noise are thus two limits of one diffusion noise. The factor of two between them at fixed $I_F$ is the factor of two in stored charge.

**High frequency.** A density disturbance that vanishes at both contacts has the slowest form $\sin(\pi x/L)$ and decays at the rate $\pi^2D/L^2$. Cancellation by returning carriers needs time, so wherever carriers recross the counting plane (1) requires angular frequencies far below this rate. The exception is the drain plane in saturation: almost no carrier recrosses it, the arrivals are Poisson, and the count noise there stays at $2eI$ even at this rate. In the three-site chain at $V=0$, the count noise at the drain plane was 1.0045 times its zero-frequency value at 0.05 of the slowest rate. At an angular frequency of 1000 hop rates it agreed with the sum of local hops. These are counts of particles; capacitive terminal currents are not included.

**Interacting carriers.** If each site can hold no more than one carrier, the transits are no longer independent. In a flat three-site chain with $v=12$, where the source fills an empty first site at 0.4 of the hop rate and both contacts absorb carriers at the full hop rate, the noise fell to $0.835\times2eI$. Full shot noise in saturation therefore depends on dilute, independent carriers, and not on a large drain voltage alone.

## A silicon transistor in numbers

Take $W=10$ µm, $L=1$ µm, a 4 nm oxide, mobility 300 cm²/Vs and $T=300$ K. The gate bias is chosen so that $I_F=1$ nA and is then held fixed. With $kT/e=25.852$ mV,

$$D=0.025852\times300=7.756\ \text{cm}^2/\text{s},$$

$$n(0)=\frac{I_FL}{eWD}=\frac{10^{-9}\times10^{-4}}{1.602\times10^{-19}\times10^{-3}\times7.756}=8.05\times10^7\ \text{cm}^{-2}.$$

The channel area is $10^{-7}$ cm², so it holds 8.05 electrons on average at $V=0$ and 4.02 in saturation. The conductance is $g=10^{-9}/0.025852=38.68$ nS, and $4kTg=6.41\times10^{-28}$ A²/Hz.

| $V$ (mV) | $I$ (nA) | $S$ ($10^{-28}$ A²/Hz) | $S/2eI$ |
|---:|---:|---:|---:|
| 0 | 0 | 6.41 | infinite |
| 10 | 0.321 | 5.38 | 5.23 |
| 50 | 0.855 | 3.67 | 1.34 |
| 100 | 0.979 | 3.27 | 1.04 |
| 200 | 1.000 | 3.21 | 1.001 |

At 50 mV, for example, $e^{-v}=0.145$ and $S=3.204\times10^{-28}\times1.145=3.67\times10^{-28}$ A²/Hz. The noise falls as the current rises, because the drain voltage removes the reverse stream. In amplitude it goes from 25.3 to 17.9 fA/√Hz.

In saturation 6242 electrons cross in 1 µs on average, with an rms spread of 79. At $V=0$ there are two such streams: the mean net transfer is zero and its spread is $\sqrt2\times79\simeq112$.

The slowest diffusion mode lies at 1.22 GHz. For a mass of $0.19$ free-electron masses, the Maxwell distribution gives $\langle|v_x|\rangle=1.23\times10^7$ cm/s. Half the carriers move each way, so the local one-way current at the source is $eWn(0)\langle|v_x|\rangle/2$, or about 80 times $I_F$. With the mean free path defined as $\lambda=2D/\langle|v_x|\rangle=12.6$ nm, this ratio is $L/\lambda$. The mass 0.19 belongs to the two valleys that lie lowest at a (100) surface. At a surface field near $3\times10^5$ V/cm, which the doping given below implies, roughly a third of the electrons occupy the other four valleys. This lowers the mean speed to about $1.1\times10^7$ cm/s and the ratio to about 72, and raises $\lambda$ to about 14 nm.

## How far a real device departs from this

The dimensions and mobility are roughly typical of a long analogue transistor in an older silicon process. For these numbers the charge feedback (3) is $6\times10^{-4}$ and the band occupation is at most $2\times10^{-5}$ (counting only the lowest subband of two valleys), so independence is a good approximation. The finite mean free path affects $I_F$ by a fraction of order $\lambda/L=1.3\%$. With a doping of $3\times10^{17}$ cm⁻³ and a built-in voltage of 1 V, the drain depletion layer away from the surface grows by 6 nm at 200 mV, or 0.6% of $L$. At the surface the barrier is lower; for a barrier of 0.3 V the same formula gives about 10 nm, or 1% of $L$. Both effects change $I_F$ but leave the coth law in place. A rough tunnelling estimate, with a rectangular 3.1 eV barrier and mass $0.4m$, gives about $10^{-6}$ electrons per second through the gate. A voltage of about 0.3 V across the oxide raises this roughly threefold, which is still negligible. A much thinner oxide would need a new estimate.

Oxide traps are the serious omission at low frequency. A trap that is filled with probability $p$ and relaxes in time $\tau$ switches the current by $\Delta I$. Its autocovariance is $\Delta I^2p(1-p)e^{-|t|/\tau}$, whose one-sided spectrum is

$$S_1=\frac{4\Delta I^2p(1-p)\tau}{1+(2\pi f\tau)^2}.$$

Averaged over the gate area, one trapped electron shifts the surface potential by at most $e/(C_{ox}WL)$. Since the current depends exponentially on that potential, $\Delta I/I$ in a laterally uniform channel is at most $e^2/(kTC_{ox}WL)=7.2\times10^{-5}$, with $C_{ox}=0.863$ µF/cm². Random dopants make the potential uneven, and a trap above a favoured current path can then give a larger step. The uniform-channel limit is used in the estimates that follow.

Now sum over traps of density $N_t$ per volume and energy. For Fermi occupation $p(1-p)=-kT\,dp/dE$, so the energy integral gives $kT$. Tunnelling makes $\tau$ grow as $e^{z/\ell}$ with depth $z$, so $dz=\ell\,d\tau/\tau$ and

$$\int_0^\infty\frac{4\ell\,d\tau}{1+(2\pi f\tau)^2}=\frac{\ell}{f},\qquad S_{\rm trap}=\frac{\Delta I^2N_tkT\ell WL}{f}.$$

With the rough values $N_t=10^{17}$ cm⁻³eV⁻¹ and $\ell=0.1$ nm, $N_tkT\ell WL=2.59$. There are thus only a few active traps for each factor $e$ in $\tau$. Yet each spectrum $S_1$ covers several such factors, and traps within several $kT$ of the Fermi level contribute. For traps placed at random, the variance of the summed spectrum is the sum of $S_1^2$. With $\int p^2(1-p)^2dE=kT/6$, its ratio to the squared mean is $1/(3\pi^2N_tkT\ell WL)$. With equal current steps, the spectrum of a single device therefore scatters about the $1/f$ law by only about 11%. Unequal steps increase the scatter. At 200 mV this average trap noise is $1.3\times10^{-26}$ A²/Hz at 1 Hz, about 40 times the shot noise. The two are equal near 40 Hz, and the trap contribution falls to one per cent of the shot noise near 4 kHz.

For a uniform channel, this corner is an upper estimate at the assumed trap density. If the shortest trap time is $10^{-10}$ s, the traps active at the corner lie 1.75 nm deep. Part of their charge is then imaged on the gate, which reduces $\Delta I$ by the factor $1-1.75/4=0.56$ and the noise power by about three. That time is short for weak inversion, where few electrons are available for capture. With $8\times10^7$ cm⁻² spread over about 2.4 nm, a cross-section of $10^{-15}$ cm² and a thermal speed of $2\times10^7$ cm/s, the shortest time is nearer $10^{-7}$ s. The traps at the corner then lie about 1.1 nm deep, and the noise power falls by a little under two. Since $\Delta I\propto I$, this trap noise vanishes at $V=0$. For this device, the white noise of (1) should be sought above a few kilohertz and well below 1.2 GHz. The numerical check give the remaining inputs and values.

## Values computed for the example and the checks

```
Lattice: worst relative error of noise formula = 1.3e-07
Lattice: S/(4kTg) at V=0, flat channel = 0.99998
Lattice: S/(4kTg) at V=0, uneven barrier = 0.99999
Lattice: cumulant function, numeric = 0.011569 hop rates
Lattice: cumulant function, formula = 0.011569 hop rates
Lattice: local hops / low-frequency noise = 4.000
Lattice: noise at 0.05 slowest rate / zero-freq. = 1.0045
Lattice: S/(2eI) with site exclusion = 0.835
Temperature = 300 K, kT/e = 25.852 mV
Width = 10 um, length = 1 um, oxide = 4 nm
Mobility = 300 cm2/Vs, D = 7.756 cm2/s
Forward current I_F = 1.000 nA
Source-end sheet density = 8.048e+07 cm^-2
Carriers in channel, V=0 = 8.05
Carriers in channel, saturation = 4.02
Zero-bias conductance g = 38.68 nS
Thermal noise 4kTg = 6.4087e-28 A^2/Hz
V=0 mV: I=0.0000 nA, S=6.4087e-28 A^2/Hz, S/2eI=infinite
V=10 mV: I=0.3208 nA, S=5.3808e-28 A^2/Hz, S/2eI=5.2347
V=25 mV: I=0.6198 nA, S=4.4227e-28 A^2/Hz, S/2eI=2.2269
V=50 mV: I=0.8554 nA, S=3.6676e-28 A^2/Hz, S/2eI=1.3380
V=100 mV: I=0.9791 nA, S=3.2713e-28 A^2/Hz, S/2eI=1.0427
V=200 mV: I=0.9996 nA, S=3.2058e-28 A^2/Hz, S/2eI=1.0009
Root noise at V=0 = 25.32 fA/sqrt(Hz)
Root noise at 200 mV = 17.90 fA/sqrt(Hz)
S(200 mV)/S(0) = 0.5002
Voltage for S = 1.01 x 2eI = 137.1 mV
Forward transits in 1 us = 6242, rms spread = 79.0
Slowest diffusion mode / 2 pi = 1.218 GHz
Thermal speed <|v_x|> = 1.234e+07 cm/s
Mean free path 2D/speed = 12.6 nm, over L = 0.0126
Local one-way current at source / I_F = 79.6
Oxide capacitance = 0.863 uF/cm2
Charge feedback e^2 n/(kT C_ox) = 5.78e-04
Band occupation (degeneracy) = 1.96e-05
Doping = 3e+17 cm^-3, built-in voltage = 1.0 V
Drain depletion growth at 200 mV = 6.27 nm
Gate tunnelling, rough = 7.6e-07 electrons/s
One trap: relative current step = 7.18e-05
Trap density = 1e+17 cm^-3 eV^-1, decay = 0.1 nm
Active traps kT*N*decay*W*L = 2.59
Trap noise at 1 Hz, 200 mV = 1.33e-26 A^2/Hz
Corner frequency of trap noise = 41.5 Hz
Trap depth at corner = 1.75 nm (tau_0 = 1e-10 s)
```
